# Radial Poisson solvers on a logarithmic grid and their round-off

## The form of the solution

The Coulomb interaction is invariant under rotations. An electron density $n_l(r)Y_{lm}$ therefore produces a Hartree potential $v_l(r)Y_{lm}$ with the same $l,m$, and $v_l$ does not depend on $m$. In Hartree atomic units the interaction $1/|\mathbf r-\mathbf r'|$ is also homogeneous of degree $-1$, so the potential at $r$ of a shell at $s$ must have the form $K_l(r,s)=s^{-1}f_l(r/s)$. Away from the shell it solves Laplace's equation, whose radial solutions are $r^l$ and $r^{-(l+1)}$. Regularity at the origin, decay at infinity and continuity at the shell leave

$$K_l(r,s)=\kappa_l\,\frac{r_<^l}{r_>^{l+1}},$$

where $r_<$ and $r_>$ are the smaller and larger of $r,s$.

The constant follows from the radial Poisson equation

$$v''+\frac2r v'-\frac{l(l+1)}{r^2}v=-4\pi n .\qquad(1)$$

A shell $n=\delta(r-s)/s^2$ makes $v'$ jump by $-4\pi/s^2$. The slopes of $K_l$ at $r=s$ are $-(l+1)\kappa_l/s^2$ outside and $l\kappa_l/s^2$ inside. Their difference is $-(2l+1)\kappa_l/s^2$, so $\kappa_l=4\pi/(2l+1)$. Integrating over shells with weight $n(s)s^2ds$ gives

$$v=\frac{4\pi}{2l+1}(A+B),\qquad(2)$$
$$A=r^{-(l+1)}\!\int_0^r\! n\,s^{l+2}ds,\qquad B=r^l\!\int_r^\infty\! n\,s^{1-l}ds .$$

In the projector augmented-wave (PAW) method, $n_l$ comes from products of partial waves with angular momenta $l_1,l_2$. Two $f$ waves reach $l=6$. For non-relativistic partial waves such a product starts as $r^{l_1+l_2}$, and $l\le l_1+l_2$, so $n_l=O(r^l)$. This is assumed below, together with fast decay and free-space boundary conditions. Scalar-relativistic partial waves at a point nucleus start with lower, non-integer powers (for an $f$ wave at $Z=58$ the local exponent is 2.58 at $10^{-5}$ bohr and below, 2.60 at $10^{-4}$ bohr and 2.70 at $10^{-3}$ bohr). To keep full accuracy at the innermost points, the inner starting values should then use the actual power of $n_l$.

At small $r$, $A=O(r^{l+2})$ while $B\simeq c\,r^l$, with $c=\int_0^\infty n\,s^{1-l}ds$. The potential is thus regular although $A$ carries the factor $r^{-(l+1)}$. If, however, the inner moment has an absolute error $\delta$, the potential acquires

$$\Delta v=\frac{4\pi\delta}{2l+1}\,r^{-(l+1)} .\qquad(3)$$

The question for each algorithm is whether it creates such a $\delta$.

## Cumulative quadrature

The grid is $r_i=r_0e^{ih}$, uniform in $x=\ln r$. Write $D=d/dx$ and $g=nr^2$. Since $ds=s\,dx$, the integrands in $x$ are $r^{l+1}g$ for the inner moment and $r^{-l}g$ for the outer integral. Putting the prefactors inside the integrals gives

$$A_{i+1}=e^{-(l+1)h}A_i+\int_{x_i}^{x_{i+1}}\! g\left(\frac r{r_{i+1}}\right)^{l+1}\!dx,$$
$$B_i=e^{-lh}B_{i+1}+\int_{x_i}^{x_{i+1}}\! g\left(\frac{r_i}{r}\right)^l dx .\qquad(4)$$

No large power of $r$ appears. The outer start is $B_N=0$. If $n\propto r^p$ below $r_0$, then $\int_0^{r_0}n s^{l+2}ds=n_0r_0^{l+3}/(l+p+3)$, hence $A_0=g_0/(l+p+3)$, or $g_0/(2l+3)$ for $p=l$.

Each panel uses the cubic through four neighbouring points:

$$\int_{x_i}^{x_{i+1}}\!F\,dx\approx\frac h{24}(-F_{i-1}+13F_i+13F_{i+1}-F_{i+2}).$$

The first panel uses $h(9F_0+19F_1-5F_2+F_3)/24$, and the last its mirror image. To find the error constant, take $F=x^4$ at nodes $-1,0,1,2$. The integral over $[0,1]$ is $1/5$, the rule gives $(-1+13-16)/24=-1/6$, and the difference is $11/30$. With $F''''=24$, the exact panel minus the rule is $\frac{11}{720}h^5F''''$.

Summing panels turns $hF''''$ into a difference of $F'''$ at the ends. The far ends contribute negligibly, except close to $r_0$, where the end term falls relative to the local one as $(r_0/r)^{2l+3}$. Away from that region, the inner moment has error $+\frac{11}{720}h^4D^3(r^{l+1}g)$ and the outer integral $-\frac{11}{720}h^4D^3(r^{-l}g)$. Moving the powers through $D$ gives

$$r^{-(l+1)}D^3(r^{l+1}g)=(D+l+1)^3g,\quad r^lD^3(r^{-l}g)=(D-l)^3g .$$

Set $M=D+\tfrac12$ and $k=l+\tfrac12$. The two cubes are $(M+k)^3$ and $(M-k)^3$, with difference $2k(3M^2+k^2)$. The factor $2k=2l+1$ cancels the denominator in (2):

$$v-v_{\rm quad}=4\pi\frac{11}{720}h^4\,[3M^2+k^2]\,g .\qquad(5)$$

For a smooth density, and to leading order in $h$, the error is local. It vanishes outside the density, and near the origin it is smaller than $v$ by a factor of order $r^2$. The neglected terms are smaller by a further factor of order $h^2$. Near the origin, where the inner integrand rises as $e^{(2l+3)x}$, that factor is proportional to $[(2l+3)h]^2$; elsewhere it depends on how well the grid resolves $g$.

Round-off is equally mild. For a density of one sign, (4) adds positive numbers wherever the grid resolves $g$. Each step adds a relative error of a few unit round-offs $u$, and the sum of two positive numbers has no larger relative error than the worse of the two, apart from its own rounding. After $i$ steps the relative error is at most of order $iu$. Multiplication by $r^{-(l+1)}$ does not change a relative error. The unscaled formula, with the moment accumulated outward and then divided by $r^{l+1}$, is therefore just as accurate while its powers stay within the floating-point range.

If $n$ changes sign, the error is relative to the same integral with $|n|$ in place of $n$, for the inner moment $\int_0^r|n|\,s^{l+2}ds$. In PAW the difference between the all-electron density and the pseudo-density plus compensation charge has zero multipole moment. Outside the augmentation sphere $A$ should vanish, but a small $\delta$ remains: rounding if the moment was cancelled with the same quadrature, and a larger quadrature error if it was cancelled analytically and the density has limited smoothness at the sphere radius. There (3) decays outward and is not amplified, although in the second case it can exceed the truncation error found for a smooth density.

## Numerov as a boundary-value problem

For any function of $r$, $r^2v''+2rv'=(D^2+D)v$. Equation (1) times $r^2$ becomes $[(D+\frac12)^2-k^2]v=-4\pi r^2n$. With $v=r^{-1/2}y$ one has $(D+\frac12)v=r^{-1/2}Dy$, so

$$y''=k^2y+s,\qquad s=-4\pi r^{5/2}n, \qquad(6)$$

where primes on $y$ mean $D$, and $s$ now denotes this source. A change of length scale is a translation in $x$, which is why the coefficient is constant.

Let $\Delta^2y_i=y_{i+1}-2y_i+y_{i-1}$. Taylor expansion gives

$$\Delta^2y=h^2y''+\frac{h^4}{12}y''''+\frac{h^6}{360}y^{(6)}+\dots$$

and $\Delta^2y''=h^2y''''+\frac{h^4}{12}y^{(6)}+\dots$. Eliminating $y''''$,

$$\Delta^2y-h^2\left(1+\tfrac1{12}\Delta^2\right)y''=-\frac{h^6}{240}y^{(6)}+\dots,$$

because $\frac1{360}-\frac1{144}=-\frac1{240}$. Dropping the right side and inserting (6) gives Numerov's equations,

$$a(y_{i+1}+y_{i-1})-by_i=T_i,\qquad(7)$$
$$T_i=\tfrac{h^2}{12}(s_{i+1}+10s_i+s_{i-1}),\quad a=1-\tfrac q{12},\quad b=2+\tfrac{5q}6,$$

with $q=k^2h^2$.

Two boundary relations close the system. At the outer end $y_N=ty_{N-1}$ with $t=e^{-kh}$, the decaying multipole tail. At the inner end, for $n\propto r^l$, a particular solution of (1) is $-4\pi nr^2/(4l+6)$, since $(l+2)(l+3)-l(l+1)=4l+6$. In terms of $y$ it is $s/(4l+6)$. The remainder is proportional to $e^{kx}$, so

$$y_0=ty_1+\frac{s_0-ts_1}{4l+6}.$$

Write $y_i=E_iy_{i+1}+G_i$, with $E_0,G_0$ read from this relation. Substitution in (7) gives

$$E_i=\frac a{b-aE_{i-1}},\qquad G_i=\frac{aG_{i-1}-T_i}{b-aE_{i-1}} .$$

At the outer end $y_{N-1}=G_{N-1}/(1-tE_{N-1})$, and back-substitution runs inward.

For positive $n$, $-T_i$ and all $G_i$ are positive, so back-substitution adds positive terms. An error in $E_{i-1}$ reaches $E_i$ multiplied by about $e^{-2kh}$. Rounding in $E$ thus settles at the order of $u/(2kh)$, and a product of $N$ such factors suggests a relative error of order $Nu/(2kh)$ in $y$. This is an estimate, not a bound. It contains no negative power of $r$.

## Drift of the Numerov solution, and a cure

Outside the source, (7) has solutions $e^{\pm\kappa x}$ with $2\cosh\kappa h=b/a$. Put $z=kh$ and expand:

$$\frac ba=\frac{2+5z^2/6}{1-z^2/12}=2+z^2+\frac{z^4}{12}+\frac{z^6}{144}+\dots$$

The series of $2\cosh\kappa h$ has $1/360$ in the sixth-order term. Hence $(\kappa h)^2=z^2+z^6(\frac1{144}-\frac1{360})=z^2+z^6/240$, and

$$\kappa=k\left(1+\frac{z^4}{480}+\dots\right).\qquad(8)$$

The discrete potential behaves as $r^{\kappa-1/2}$ instead of $r^l$. Its relative error changes by $k^5h^4/480$ per unit of $\ln r$ and accumulates down to the smallest radius. This is truncation error, not round-off.

The exponent is repaired by choosing $q$ so that $b/a=2C$ with $C=\cosh z$. From $2+5q/6=2C(1-q/12)$,

$$q=\frac{12(C-1)}{C+5},\qquad a=\frac6{C+5}.$$

In floating point $C-1$ is evaluated as $2\sinh^2(z/2)$ to avoid cancellation.

An amplitude error remains. The decaying response of (7) to a unit source at point $j$ is $-e^{-z|i-j|}/(2a\sinh z)$: at $i=j$ the left side of (7) is proportional to $2ae^{-z}-2aC=-2a\sinh z$, which this prefactor turns into 1. Below the density,

$$y_i=-\frac{e^{zi}}{2a\sinh z}\sum_jT_je^{-zj},$$
$$\sum_jT_je^{-zj}=h^2\frac{5+C}6\sum_js_je^{-zj}.$$

The second line follows by shifting the index in the neighbour terms, which contribute $e^{z}+e^{-z}=2C$. The differential equation gives $-(2k)^{-1}e^{kx}\int s\,e^{-kx'}dx'$. For a smooth integrand negligible at both ends, the trapezoidal sum may replace the integral without an error of order $h^4$. Dividing the discrete amplitude by the continuous one,

$$R=\frac z{\sinh z}\left(\frac{5+C}6\right)^2=1+\frac{z^4}{80}+\dots\qquad(9)$$

The same factor appears beyond the density, with $z\to-z$ in the sums. Dividing the source by $R$ corrects both ends.

The error left inside the density can be found too. Let $e$ be the discrete minus the continuous solution. For plain Numerov $e''-k^2e=h^4D^6y/240$. Repeated use of (6) gives $D^6y=k^6y+(k^4+k^2D^2+D^4)s$. The new $q$ cancels the term in $y$, and division by $R$ subtracts $3k^4s$, because $1/80=3/240$. The remaining operator factorizes,

$$D^4+k^2D^2-2k^4=(D^2-k^2)(D^2+2k^2),$$

so $e=h^4(D^2+2k^2)s/240$. In terms of the potential,

$$v-v_{\rm corr}=\frac{4\pi h^4}{240}[M^2+2k^2]g .\qquad(10)$$

This error is local, like (5). The correction need not reduce the largest error, however. Where $y$ varies slowly compared with $e^{kx}$, the plain source $D^6y$ is small, whereas (10) retains $2k^2g$.

## Where the factor $r^{-(l+1)}$ does damage

**Inward marching.** Equation (7) can be solved for $y_{i-1}$ and started from two outer values. A rounding error then obeys the homogeneous equation and excites its inward-growing solution, $e^{-kx}$ in $y$ and $r^{-(l+1)}$ in $v$. Outside the density $y\propto r^{-k}$, so a rounding of relative size $u$ changes the apparent multipole moment by about $u/(2kh)$ of itself. These changes accumulate over the outer grid into a $\delta$. Roundings of the marched values vary in sign and partly cancel. The rounding of the coefficients $a$ and $b$ is the same at every step, so its contributions add linearly. Setting (3) equal to $4\pi cr^l/(2l+1)$ gives the radius below which the potential is lost:

$$r_*=\left(\frac\delta c\right)^{1/(2l+1)} .\qquad(11)$$

The root makes $r_*$ insensitive to $\delta$ at high $l$, so extra digits move it slowly. Outward marching has the mirror fault: rounding excites $r^l$, which grows relative to the decaying tail as $r^{2l+1}$. Whether it overwhelms the tail depends on $l$ and on the extent of the grid; it does so for $l=6$ in the example below.

**Total minus outer part.** The inner moment can also be written as $Q-W(r)$, with $W=\int_r^\infty n s^{l+2}ds$ and $Q$ the total moment. If $Q$ is known independently, a mismatch of a few last digits is a constant $\delta$ at small $r$, where $W$ no longer changes. If $Q$ is the final value of the same running sum, the difference becomes zero once further increments no longer change $W$. Then $A$ is missing, but nothing diverges.

**A density that is not $O(r^l)$.** Suppose $n_l$ contains a spurious constant $\epsilon$ near the origin and $l>2$. Trying $v=\beta r^2$ in (1) gives $[6-l(l+1)]\beta=-4\pi\epsilon$, so $\beta=4\pi\epsilon/[(l-2)(l+3)]$. This $r^2$ term exceeds the regular $r^l$ at small enough $r$, however well the equation is solved. The input must then be repaired.

A wrong potential need not mean a wrong Hartree energy. With real harmonics one component contributes $\frac12\int nv\,r^2dr$. Inserting (3) changes it by

$$\Delta E=\frac12\,\frac{4\pi\delta}{2l+1}\int_0^\infty n\,r^{1-l}dr=\frac{2\pi\delta c}{2l+1},$$

which is finite, because $n=O(r^l)$ suppresses the singularity. A satisfactory energy is therefore no evidence that the potential is right near the nucleus.

## Example: a compensation charge

Take $n_l=C_lr^le^{-\alpha r^2}$ with $\alpha=4$ bohr$^{-2}$, a Gaussian shape used for PAW compensation charges. Unit moment, $\int_0^\infty nr^{l+2}dr=1$, requires $C_l=2\alpha^{l+3/2}/\Gamma(l+\frac32)$. Then $c=C_l/(2\alpha)$, since $\int_0^\infty re^{-\alpha r^2}dr=1/(2\alpha)$. The grid has 1001 points from $10^{-5}$ to 10 bohr, so $h=\ln(10^6)/1000=0.013816$. The reference is the closed form of (2), which was tested at $r=0.7$ bohr against a direct three-dimensional Coulomb integral for every $l$ from 0 to 6.

**Truncation.** For $l=6$ at $r=0.498884$ bohr the potential is 0.0277264590 hartree, or 0.754475 eV. Here $C_6=35.02$ and $g=0.04966$. Acting on $g$, $M^2$ gives the factor $(l+\frac52-2\alpha r^2)^2-4\alpha r^2=38.38$, and $k^2=42.25$. With $h^4=3.643\times10^{-8}$, (5) predicts an error of

$$4\pi(0.04966)\frac{11}{720}h^4(115.1+42.25)=5.47\times10^{-8}$$

hartree, and (10) predicts

$$4\pi(0.04966)\frac{h^4}{240}(38.38+84.5)=1.16\times10^{-8}$$

hartree. The computed values lie below the reference by $5.47\times10^{-8}$ and $1.16\times10^{-8}$ hartree.

At the innermost point for $l=6$, plain Numerov has relative error $8.5\times10^{-6}$. Equation (8) gives a drift of $8.81\times10^{-7}$ per unit of $\ln r$, and $8.80\times10^{-7}$ is seen. The error at the innermost point equals about 9.7 such units. It is mostly accumulated drift, partly offset by an amplitude error of the kind in (9), which the plain scheme also carries and which is of the order of $R-1=8.1\times10^{-7}$, about one unit. The corrected form and the quadrature reach $3\times10^{-14}$ and $2\times10^{-14}$ there. Both are round-off. The first is low by accident of this grid: with other numbers of points it ranges up to about $10^{-12}$, the order of $Nu/(2kh)$.

Over the whole grid the order changes. Relative to the maximum of $v$, the largest $l=6$ errors are $1.1\times10^{-6}$ for quadrature, $3.9\times10^{-8}$ for plain Numerov and $5.7\times10^{-7}$ for corrected Numerov. On this grid the correction improves the ends at the expense of the interior for $l\ge2$.

**Round-off.** The scaled and unscaled outward forms of $A$ differ by at most $7\times10^{-15}$ relatively for $l=6$. The boundary-value solution was compared with 40-digit arithmetic on the same equations. Its largest relative deviation is $1.1\times10^{-11}$, for $l=0$, where $Nu/(2kh)$ gives $8\times10^{-12}$.

Inward marching was started from rounded values of the high-precision discrete solution, so truncation plays no part in its failure. For $l=6$ the effective moment error is $\delta=2.22\times10^{-13}$ e bohr$^6$, of which about $2.1\times10^{-13}$ comes from the rounded coefficients $a$ and $b$. With $c=35.02/8=4.38$, (11) gives

$$r_*=\left(\frac{2.22\times10^{-13}}{4.38}\right)^{1/13}=0.0949\ \text{bohr},$$

and the error first exceeds the solution at 0.0951 bohr. At $10^{-5}$ bohr the relative error is $5\times10^{51}$. The energy change estimated from the same $\delta$ is $2\pi(2.22\times10^{-13})(4.38)/13\approx5\times10^{-13}$ hartree. For $l=2$, $r_*$ is 0.0023 bohr. Outward marching for $l=6$ ends at 10 bohr with an error 47 times the solution.

**Subtraction.** With the known total $Q=1$ and $l=5$, the mismatch is $6u$ and the relative error at the innermost point is $9\times10^{38}$. For $l=6$ the mismatch happens to be zero, and the error there is $5.3\times10^{-11}$. This is the missing $A$: near the origin $A/B=2\alpha r^2/(2l+3)=8\times10^{-10}/15$. The accident does not make the formula safe. For $l=0$ the printed mismatch of $57u$ is mostly genuine charge inside $r_0$, since $C_0r_0^3/3\approx6.0\times10^{-15}\approx54u$.

With $Q$ from the same sum, the $l=6$ error below 0.3 bohr reaches $4.2\times10^{-3}$. The increments $hC_6r^{15}$ fall to $u$ near $r=0.091$ bohr, where the missing $A/B$ is $8(0.091)^2/15=4.4\times10^{-3}$. The loss is bounded, but for $l=6$ it far exceeds the truncation error. Accumulating the inner moment outward avoids it. The numerical output lists the remaining values of $l$.

## Table of computed values

```
alpha = 4.0 bohr^-2, points = 1001, h = 0.013816
r_min = 1e-05 bohr, r_max = 10.0 bohr
unit round-off = 1.110e-16
l=6 potential at r = 0.498884 bohr, in hartree:
  closed form       0.0277264590
  quadrature        0.0277264043
  plain Numerov     0.0277264596
  corrected Numerov 0.0277264474
  closed form in eV 0.754475
l=6 Coulomb integral at 0.7 bohr = 0.0937488710 hartree
l=6 closed form at 0.7 bohr = 0.0937488710 hartree
Relative error at r_min: quadrature, plain, corrected Numerov
  l=0  6.66e-16  1.18e-11  5.56e-14
  l=1  6.88e-15  3.95e-09  5.87e-14
  l=2  5.00e-15  6.17e-08  2.41e-13
  l=3  2.66e-15  3.57e-07  2.29e-14
  l=4  2.60e-14  1.30e-06  5.84e-14
  l=5  3.04e-14  3.64e-06  1.11e-14
  l=6  1.62e-14  8.52e-06  3.21e-14
Largest error / largest v: quadrature, plain, corrected Numerov
  l=0  6.33e-09  5.50e-10  5.34e-10
  l=1  4.72e-08  3.54e-09  3.29e-09
  l=2  1.21e-07  8.24e-09  1.52e-08
  l=3  2.17e-07  1.44e-08  5.06e-08
  l=4  3.89e-07  2.17e-08  1.32e-07
  l=5  6.63e-07  3.00e-08  2.91e-07
  l=6  1.09e-06  3.92e-08  5.66e-07
l=6 drift per unit ln r: seen 8.8001e-07, law 8.8063e-07
l=6 amplitude factor - 1 = 8.1254e-07
l=6 spread of two outward forms of A = 7.1e-15
Boundary solve round-off | inward march: delta (e bohr^l),
  error exponent, r* predicted and seen (bohr); nan = not evaluated
  l=0  1.1e-11 | 1.45e-12  nan  6.422e-13  nan
  l=1  2.8e-12 | 2.89e-13  nan  3.637e-05  nan
  l=2  1.5e-12 | 6.38e-13  -3.0000  2.314e-03  2.312e-03
  l=3  2.0e-12 | 2.60e-13  -4.0000  1.131e-02  1.117e-02
  l=4  1.1e-12 | 1.08e-13  -5.0000  2.812e-02  2.780e-02
  l=5  1.5e-12 | 1.48e-13  -6.0000  5.703e-02  5.702e-02
  l=6  1.5e-12 | 2.22e-13  -7.0000  9.490e-02  9.506e-02
l=6 inward march, relative error at r_min = 5.07e+51
l=6 outward march, relative error at r_max = 4.71e+01
Total minus outer part: mismatch / unit round-off,
  rel. error at r_min (known total), max below 0.3 bohr (same sum)
  l=0  57  1.37e-11  2.19e-09
  l=1  -4  7.38e-02  7.73e-07
  l=2  3  3.46e+08  2.57e-05
  l=3  4  4.04e+18  2.09e-04
  l=4  4  4.54e+28  8.05e-04
  l=5  6  9.36e+38  2.00e-03
  l=6  0  5.33e-11  4.20e-03
```
